Newton Iteration for a Steadily Travelling Periodic Step Bunch

**What has to be decided**

To obtain a periodic step bunch, one can integrate the step equations until transients seem to have died, or solve for the travelling state directly. The second choice gives the profile, its speed and its stability without a judgement about when to stop, provided the repeat condition is right. Each step repeats its neighbour's trajectory after a fixed delay in the frame of the bunch. Imposing the same condition in the laboratory frame would force the bunch to stand still. In the example below it moves at about a quarter of the mean step speed.

**Step model**

Straight steps at x_n(t) descend to the right. Terrace n has width l_n = x_{n+1} − x_n, with mean l0, and M steps form one repeat:

x_{n+M} = x_n + M l0.

Neighbouring steps repel with energy A/l² per unit length. The terms containing x_n are A/l_n² + A/l_{n−1}². Their derivative is 2A/l_n³ − 2A/l_{n−1}³, because x_n enters l_n with a minus sign and l_{n−1} with a plus sign. One atom of area Ω advances a unit length of step by Ω. The chemical potential divided by kT is therefore

μ_n = 2B(l_n⁻³ − l_{n−1}⁻³), B = AΩ/kT.

Let D be the adatom diffusivity, c0 the equilibrium density, K = ΩDc0, R the deposition rate in layers per second, and s = c/c0 − 1 the excess density. An electric field E acting on an effective charge Z*e gives ε = Z*eE/kT, positive downhill. For small s, the drift of the excess is dropped and the rightward flux is

j = Kε − K s′, with j′ = R.

The adatoms are quasistatic. There is no desorption and there are no islands. With y measured from the left edge of a terrace of width l,

s = s(0) + g y − R y²/(2K).

Both edges have the same attachment coefficient k. With d = D/k, and equilibrium excess μ_n at step n for small μ_n, the edge conditions are

(K/d)[s(0) − μ_n] = −j(0) = K(g − ε)
(K/d)[s(l) − μ_{n+1}] = j(l) = K(ε − g) + R l.

Solving them for s(0) and s(l), and inserting both in s(l) = s(0) + g l − R l²/(2K), gives

μ_{n+1} + d(ε − g) + dRl/K = μ_n + d(g − ε) + g l − R l²/(2K).

Collecting g on one side,

g(l + 2d) = μ_{n+1} − μ_n + 2dε + (Rl/2K)(l + 2d).

Hence j(0) = K(ε − g) = J_n − R l_n/2 and j(l) = J_n + R l_n/2, where

J_n = K[ε l_n + μ_n − μ_{n+1}]/(l_n + 2d).

Step n receives j(l) from terrace n−1 and −j(0) from terrace n:

v_n = R(l_{n−1} + l_n)/2 + J_{n−1} − J_n.

Deposition is shared equally by the two edges. Drift transfers more material across a wide terrace than across a narrow one, because l/(l + 2d) rises with l. A step with a wide terrace behind it is thus driven forward, which enlarges the disturbance. If d → 0, the drift part of J_n becomes Kε for every width and this instability disappears.

**Threshold and first guess**

For widths perturbed by δl_n ∝ exp(iqn + σt), subtraction of neighbouring velocities gives

dl_n/dt = R(l_{n+1} − l_{n−1})/2 + 2J_n − J_{n−1} − J_{n+1}.

Write C = 2(1 − cos q). Since δμ_n = −(6B/l0⁴)(δl_n − δl_{n−1}),

δμ_n − δμ_{n+1} = (6B/l0⁴)(δl_{n+1} − 2δl_n + δl_{n−1}) = −(6B/l0⁴)C δl_n.

The derivative of l/(l + 2d) is 2d/(l + 2d)². Therefore δJ_n = (a1 − a2 C)δl_n, with

a1 = 2dKε/(l0 + 2d)², a2 = 6KB/[l0⁴(l0 + 2d)]

σ = C(a1 − a2 C) + iR sin q.

Deposition changes the frequency, not the linear growth rate. Zero or uphill drift gives decay. Setting a1 = a2 C for q = 2π/M gives the threshold

ε_c = (6BC/l0⁴)(l0 + 2d)/(2d).

**The delay equation**

A steadily travelling bunch is sought as

x_n(t) = n l0 + V t + u(t + nτ), u(s + Mτ) = u(s).

Replacing n by n−1 and t by t+τ leaves the argument of u unchanged, so

x_{n−1}(t + τ) = x_n(t) + Vτ − l0 = x_n(t) + v_b τ,

v_b = V − l0/τ.

The last term is the displacement of the bunch during one delay. Substitution in the step equation gives

V + u′(s) = v(s),

where v uses l(s) = l0 + u(s+τ) − u(s), and neighbouring terraces are obtained by shifting s by τ. In all, u enters at five arguments, from s − 2τ to s + 2τ.

In the linear limit u varies as exp(iωs) with ω = R sin q. The phase difference between neighbours is ωτ = q, so the starting delay is

τ = q/(R sin q).

It diverges as R → 0. In that limit this form of the iteration is unsuitable and a stationary bunch should be sought instead.

**Discretization and Newton system**

Use the phase θ = s/τ, of period M, with m grid points per unit phase and N = Mm points in all. A shift by one step is then a shift by m grid points, without interpolation. The Fourier matrix 𝒟 differentiates with respect to θ, and the residual is

G = V + 𝒟u/τ − v.

Its grid average is V − R l0: the average of 𝒟u vanishes, the shifted fluxes cancel, and the mean width is l0. This has two consequences. V must equal R l0 at convergence, and without V as an unknown one equation would be redundant. Keeping V and adding mean(u) = 0 removes both the redundancy and the freedom of translation. The condition Σ u sin(2πθ/M) = 0 fixes the time origin.

Odd N is used. For even N, 𝒟 annihilates the highest harmonic. If m is even, that harmonic is also unchanged by a shift of one step, so the widths do not contain it either, and the Jacobian is singular.

Let S shift a grid vector forward by m points, let W = S − I, and let l₋ = Sᵀl be the width behind. Differentiating the model in order, with the vectors multiplying rows, gives

δl = W δu
δμ = −6B[l⁻⁴ W − l₋⁻⁴ SᵀW] δu
δJ = [K(ε δl + δμ − S δμ) − J δl]/(l + 2d)
δv = (R/2)(I + Sᵀ)δl + (Sᵀ − I)δJ.

The u block of the Jacobian is 𝒟/τ − ∂v/∂u, the τ column is −𝒟u/τ², and the V column is one. The field is kept as a further unknown. The closing equation prescribes either the amplitude of the cosine harmonic or the field, so the same code follows the branch from threshold and then solves at the wanted field. The start must have finite amplitude, because the τ and field columns both vanish on a uniform train.

**Pseudocode**

choose odd M and m; set q = 2π/M
a = small amplitude; u = a cos(2πθ/M)
τ = q/(R sin q); V = R l0; E = threshold field
solve with amplitude a prescribed
while E < target:
  increase a; extrapolate the last two solutions
  Newton solve for u, τ, V, E at prescribed a
  on failure, halve the increment and retry
Newton solve with E prescribed
repeat:
  resample u by Fourier interpolation on a larger odd m
  Newton solve; compare delay and narrowest terrace
until both shifts are acceptable
integrate all M steps for one period from x_n(0) = n l0 + u(nτ)
integrate an almost uniform train and compare the final state
differentiate the one-delay map to obtain stability

Each Newton step solves a dense system of N + 3 equations. Its factorization costs about 2N³/3 operations, and one matrix in double precision needs about 8N² bytes. For N = 715 this is about 2.4 × 10⁸ operations and 4 MB. The shifts are row permutations and need no matrix products. Each update is shortened if a terrace would fall below one fifth of the previous narrowest width.

**Worked example**

Take M = 11, l0 = 20 nm, R = 0.05 bilayer/s, T = 1200 K and E = 6 V/cm downhill. The other inputs are Z* = 0.10, D = 6 × 10⁷ nm²/s, c0Ω = 0.10, d = 50 nm and A = 0.020 eV nm. They give K = 6 × 10⁶ nm²/s, B = 0.01235 nm³ and ε = 5.802 × 10⁻⁷ nm⁻¹.

For q = 2π/11, C = 0.3175. The threshold is

ε_c = 6 × 0.01235 × 0.3175/20⁴ × 120/100 = 1.76 × 10⁻⁷ nm⁻¹,

or 1.824 V/cm. The Newton solution with amplitude 0.2 nm gives the same field to the printed digits. At 6 V/cm, a1 = 0.0242 s⁻¹ and a2 = 0.0232 s⁻¹, so the growth rate is

0.3175(0.0242 − 0.0232 × 0.3175) = 0.0053 s⁻¹.

The second mode decays at 0.0034 s⁻¹. The shorter modes have larger C and also decay.

The branch reached 6.11 V/cm after 43 solutions. With the field then set to 6 V/cm, the largest residuals were 1.1 × 10⁻¹, 5.6 × 10⁻², 5.1 × 10⁻⁴, 1.3 × 10⁻⁸ and 7.5 × 10⁻¹⁴, in mixed units. The first is the field mismatch of 0.11 V/cm. The fall from the third to the fourth is consistent with quadratic convergence.

From 45 to 65 points per delay, the narrowest terrace shifts by 6 × 10⁻⁶ nm and the delay by 7 × 10⁻¹² s. These are discretization shifts, not uncertainties of the material model.

The result is τ = 26.263 s, compared with 21.130 s in the linear limit. With V = 0.05 × 20 = 1 nm/s,

v_b = 1 − 20/26.263 = 0.238 nm/s.

The moving bunch also explains why 1.313 bilayers, not one, are deposited per delay. A point travelling with the bunch moves downhill across v_b/l0 = 0.0119 layers per second. Its height therefore rises by 0.05 − 0.0119 = 0.0381 layers per second, which is one layer every 26.26 s.

When one terrace is widest, the widths from it downhill are, in nm,

116.87, 9.32, 8.45, 7.94, 7.56, 7.40, 7.55, 8.09, 9.30, 12.11, 25.42.

Because l_n(t) depends on t + nτ, this list is also the future of the widest terrace at intervals of one delay. It closes from 117 to 9 nm in the first 26 s, passes through the bunch, and reopens from 25 to 117 nm in the last. Arriving steps meet a compact edge, while departing steps leave a looser one. The smallest width over the whole cycle is 6.29 nm, narrower than any in this snapshot.

For the step at the downhill edge of the widest terrace, deposition contributes 0.05(116.87 + 9.32)/2 = 3.15 nm/s. Drift contributes 3.48(116.87/216.87 − 9.32/109.32) = 1.58 nm/s, before repulsion is included. The fastest speed over the cycle is 5.55 nm/s. The slowest is −0.13 nm/s: a step briefly retreats although the surface grows. At that moment the terrace behind it is about 25 nm wide and the one ahead about 9.5 nm. Deposition and drift both supply material to the step, but repulsion removes more.

**Direct integration and stability**

Starting from the Newton profile, direct integration of all eleven steps over 288.9 s differs from the predicted trajectories by at most 3.9 × 10⁻⁶ nm. A separate run began with a 0.5 nm cosine displacement and small random displacements on a uniform train. After 3000 s its delay and bunch speed agreed with the Newton values to the printed digits, and its terrace history differed by at most 2.8 × 10⁻⁵ nm.

For stability, advance all steps by τ, assign the result of step n−1 to step n, and subtract v_bτ. The travelling bunch is a fixed point of this map. Translation and a change of time origin give two multipliers equal to one. The largest other multiplier has magnitude Λ = 0.577, so small disturbances decay with the time

−τ/ln Λ = 26.263/0.550 = 47.7 s.

This establishes stability for disturbances that keep the eleven-step repeat. It does not test merging of neighbouring bunches, which needs a repeat containing at least two of them.

**Bearing on silicon**

The example is set in the regime of Si(111) heated by direct current near 1200 K, where step-down current is known to cause bunching. The surface angle is 0.90°. The material inputs are rough, and the attachment length is especially uncertain. Its effect on the threshold is the factor (l0 + 2d)/(2d), which is 1.2 here, tends to one for d ≫ l0, and grows without bound as d → 0. Real steps also wander thermally, which the straight-step model leaves out. For stiffness β and fixed neighbours, the restoring constant is κ = 12A/l⁴, and summing thermal modes gives

⟨δx²⟩ = ∫ (dp/2π) kT/(βp² + κ) = kT/[2(βκ)^½].

With rough β = 0.40 eV/nm, this formula gives a root-mean-square wandering of 0.41 l for every l. Such displacements lie outside the harmonic range. With the neighbours held fixed, their steep repulsion makes the value smaller than this. If all steps wander, the displacement grows slowly with the number of steps in the train, so no single value applies. The computed widths are not predictions for each point along a real step.

Wandering also adds an entropic repulsion, because steps cannot cross. For a real train, A would have to be an effective coefficient that includes it. The value used here is too small for that: at A = 0 the formula below leaves the entropic part alone, (πkT)²/(6β) ≈ 0.044 eV nm, already more than twice 0.020 eV nm. The example therefore illustrates the method for straight steps and is not a quantitative model of silicon at 1200 K. If 0.020 eV nm were the elastic part alone, a uniform train of wandering steps would have the interaction free energy g/l² per unit length of step, with

g = [(πkT)²/(24β)][1 + (1 + 4Aβ/(kT)²)^½]² ≈ 0.099 eV nm.

Used in place of A, this would raise the threshold to about 9 V/cm, and a uniform train with an eleven-step repeat would be stable at 6 V/cm. Repeats of 14 or more steps would still be unstable there, because C falls as M grows.

**Other neglected effects and failure modes**

Repulsion beyond nearest neighbours multiplies the energy of a uniform infinite train by Σ1/k² = π²/6 = 1.645. Raising A by this factor, with all other inputs fixed, changes the narrowest terrace from 6.29 to 8.08 nm, or 29%. A finite bunch has fewer close neighbours, so this overstates the effect: summing the repulsion over 22 neighbours on each side gives 7.49 nm, or 19%.

In the frame of a moving step, the adatom drift speed Dε = 34.8 nm/s is reduced by the step speed. The fastest step gives a ratio of 0.159. Reducing the field by this fraction throughout changes the narrowest terrace to 6.90 nm, or 10%. This shows the sensitivity to the drift speed, not the sign of the full correction. The two edges of a terrace move at different speeds. If the edge conditions use the adatom flux relative to each moving edge, j − c0Ωv, the narrowest terrace becomes 6.03 nm, slightly narrower instead.

Sublimation is about 0.5% of deposition for a rough attempt rate of 10¹⁴ s⁻¹ and a barrier of 4.2 eV. In the Newton profile at t = 0, the largest excess density on any terrace is s = 7.7 × 10⁻⁵, which supports the small-s approximation. Over the whole cycle it reaches 8.1 × 10⁻⁵, about 6% more, which does not alter the conclusions here. An island of radius r has free energy 2πrβ − πr²kTs/Ω, if β is also used as its edge energy. The maximum lies at r = βΩ/(kTs) ≈ 3200 nm, far above the widest terrace. The excess would have to be about 28 times larger for r to equal that width, so islands are not expected under these conditions.

In use, three failures deserve separate treatment:

- If the delay or narrowest width moves with m, the grid does not resolve the profile. A small Newton residual does not cure this.
- If continuation stalls at every amplitude increment, the branch may turn back in amplitude. Arc length should then replace amplitude as the prescribed quantity; this was not needed here.
- If a multiplier other than the two trivial ones exceeds one in magnitude, the Newton solution is valid but unstable, and direct integration will leave it.

The remaining inputs and grid values are in the numerical output.

Computed results

```
grid 31: delay 26.262824 s, narrowest 6.286417 nm
grid 45: delay 26.262825 s, narrowest 6.286449 nm
grid 65: delay 26.262825 s, narrowest 6.286455 nm
temperature 1200 K, kT 0.1034 eV
layer height 0.3135 nm, area per atom 0.0638 nm2
steps per repeat 11, mean terrace 20.0 nm
mean surface angle 0.898 deg
deposition 0.050 bilayer/s, field 6.00 V/cm
effective charge 0.10 e, attachment length 50 nm
diffusivity 6.00e+07 nm2/s, adatom coverage 0.10
K 6.00e+06 nm2/s, drift eps 5.802e-07 1/nm
repulsion A 0.020 eV nm, A*area/kT 0.01235 nm3
linear growth rate, mode 1: 0.005342 1/s
linear growth rate, mode 2: -0.003379 1/s
threshold field, mode 1: 1.8241 V/cm
Newton field at amplitude 0.2 nm: 1.8241 V/cm
linear delay 21.1304 s
branch points 43, last field 6.1108 V/cm
Newton residuals on grid 31 (mixed units):
1.1e-01 5.6e-02 5.1e-04 1.3e-08 7.5e-14
grid points per delay 65, unknown u values 715
first harmonic of u 41.9433 nm
delay tau 26.26282 s, full period 288.891 s
deposited per delay 1.31314 bilayer
mean step speed 1.000000 nm/s, bunch speed 0.238467 nm/s
slowest, fastest step -0.1292, 5.5487 nm/s
narrowest, widest terrace 6.2865, 116.8670 nm
steepest angle 2.855 deg
terraces from the widest, downhill (nm):
116.87 9.32 8.45 7.94 7.56 7.40 7.55 8.09 9.30 12.11 25.42
grid 45 to 65: narrowest shifts 6.0e-06 nm
grid 45 to 65: delay shifts 6.8e-12 s
terrace diffusion check: velocity error 1.1e-04 nm/s
one-period trajectory error 3.9e-06 nm
one-delay repeat error 3.0e-07 nm
largest nontrivial multiplier 0.57689
relaxation time 47.74 s
independent run length 3000 s
independent run: delay 26.26282 s
independent run: bunch speed 0.238467 nm/s
independent run: profile difference 2.8e-05 nm
advection/drift speed ratio 0.1594
narrowest on effects grid 45: 6.2864 nm
narrowest with field cut by ratio 6.9013 nm
all-neighbour repulsion factor 1.6449
narrowest with that factor 8.0786 nm
step stiffness 0.40 eV/nm
thermal wandering / terrace width 0.409
sublimation inputs 1e+14 1/s, 4.2 eV
sublimation / deposition 0.0046
largest supersaturation 7.67e-05
critical island radius 3221 nm
```
